# Symmetric pseudospectral splitting for self-consistent-field polymer chains

A polymer chain can be read from either end. Let an approximate step \(S(h)\) along the contour be a product of exponentials of the field and of the diffusion operator. It respects this symmetry if its factors read the same in both orders. Reversing the sign of \(h\) then undoes the step, \(S(h)S(-h)=1\). Then \(\log S(-h)=-\log S(h)\), so the logarithm contains odd powers of \(h\) alone:

\[
\log S(h)=hH+h^3E+O(h^5).
\]

Here \(H\) is the true generator. Over a fixed contour length there are \(\propto 1/h\) steps, so the accumulated error starts at \(h^2\) and continues in even powers. Dimensions restrict \(E\) further. It is of third order in two dimensionless operators, the field \(w\) and the diffusion operator \(R_g^2\nabla^2\), and it must vanish when they commute, since the product of exponentials is then exact. The candidates are a term with two fields and one diffusion, \(R_g^2(w')^2\), and a term with one field and two diffusions, which contains \(R_g^4w''''\). What remains is to find a cheap step with this symmetry, and the two coefficients.

## The chain equation and two naive steps

Lengths are measured in the unperturbed radius of gyration \(R_g\), the contour variable \(s\) runs from 0 to 1, and fields are in units of \(kT\) per chain. The model is a continuous Gaussian chain in a periodic cell, with variation along \(x\) only. Its propagator, the statistical weight of a chain portion that ends at \(x\), obeys

\[
\frac{\partial q}{\partial s}=Hq,\qquad H=\partial^2-w(x),\qquad q(x,0)=1 .
\]

For a diblock, \(w=w_A\) for \(s<f\) and \(w=w_B\) for \(s>f\). The complementary propagator \(c(x,s)\) is the weight of the rest of the chain; it starts from \(c(x,1)=1\) and obeys \(\partial_s c=-Hc\). With \(\langle\cdot\rangle\) the cell average, \(Q=\langle q(x,1)\rangle\). Since \(H\) is self-adjoint,

\[
\partial_s\langle cq\rangle=-\langle (Hc)q\rangle+\langle cHq\rangle=0,
\]

so \(\langle cq\rangle=Q\) at every \(s\).

The most direct step is explicit Euler, \(q\to(1+hH)q\). Without a field it multiplies a Fourier mode by \(1-hk^2\), which stays within \(\pm1\) only if \(hk^2\le2\). On a 64-point grid over a cell of length 4, the largest wave number is \(k=2\pi\cdot32/4=50.3\), so \(k^2=2527\) and at least 1264 steps are needed for stability alone.

Diffusion by itself needs no such limit. In Fourier space it is diagonal, and each mode decays by the factor \(e^{-hk^2}\). This is exact for the trigonometric interpolant of the grid values; whether the grid resolves the function is a separate matter. A periodic Gaussian of variance 0.09, advanced by \(h=0.1\), should reach variance \(0.09+2h=0.29\), and the computed profile matches that Gaussian within \(3\times10^{-16}\) at every grid point. The field alone is equally simple, being multiplication by \(e^{-hw}\) in real space. This suggests the second naive step,

\[
U(h)=e^{-hw}e^{h\partial^2}.
\]

It is stable but lopsided: \(U(-h)=e^{hw}e^{-h\partial^2}\) is not the inverse of \(U(h)\). To see the damage, define the symmetric product

\[
S(h)=e^{-hw/2}\,e^{h\partial^2}\,e^{-hw/2},
\]

and note that \(U=e^{-hw/2}\,S\,e^{hw/2}\). In a product of \(N=1/h\) steps the inner factors cancel. Anticipating that \(S^N=e^{H}+O(h^2)\), one finds for a chain in a single field

\[
U^N1=e^{-hw/2}S^Ne^{hw/2}1
=q(x,1)+\frac h2\left(e^{H}w-w\,e^{H}1\right)+O(h^2).
\]

The propagator is wrong at first order. Yet the cell average of the bracket is \(\langle e^Hw\rangle-\langle we^H1\rangle=0\), because \(e^H\) is self-adjoint. For this chain \(Q\) looks second-order while \(q\) is not, so \(Q\) alone would be a poor judge of the scheme. The identity also shows the cure: half a field factor moved from one end of the step to the other. It costs no additional Fourier transform.

## The error of the symmetric step

Since \(S(-h)=e^{hw/2}e^{-h\partial^2}e^{hw/2}\) is the inverse of \(S(h)\), the opening argument applies. To find \(E\), set \(A=-w\), \(B=\partial^2\) and collect the terms of order \(h^3\) in \(e^{hA/2}e^{hB}e^{hA/2}\):

\[
\tfrac16A^3+\tfrac18(A^2B+BA^2)+\tfrac14ABA+\tfrac14(AB^2+B^2A)+\tfrac16B^3 .
\]

The same order of \(\exp(hH+h^3E)\) is \(\tfrac16(A+B)^3+E\), in which each of the eight ordered products has weight \(\tfrac16\). Subtraction gives

\[
E=-\tfrac1{24}(A^2B-2ABA+BA^2)+\tfrac1{12}(B^2A-2BAB+AB^2),
\]

that is,

\[
E=-\tfrac1{24}[A,[A,B]]+\tfrac1{12}[B,[B,A]].
\]

Acting on a function \(u\), \([A,B]u=-wu''+(wu)''=w''u+2w'u'\). Then

\[
[A,[A,B]]u=-2ww'u'+2w'(wu)'=2(w')^2u .
\]

For the other commutator, \([B,A]=-(w''+2w'\partial)\), and

\[
[\partial^2,w'']=w''''+2w'''\partial,\qquad
[\partial^2,2w'\partial]=2w'''\partial+4w''\partial^2 .
\]

Their sum is \(w''''+4w'''\partial+4w''\partial^2=w''''+4\,\partial w''\partial\). Hence

\[
E=-\frac{(w')^2}{12}-\frac{1}{12}\left(w''''+4\,\partial w''\partial\right).
\]

On a grid these are finite matrices and the series is legitimate for small enough \(h\). The smoothness of \(w\) keeps the coefficient from growing as the grid is refined.

Over a block of length \(\ell=nh\), \(S^n=\exp[\ell(H+h^2E)+O(h^4)]\). To expand this, integrate

\[
\frac{d}{ds}\left[e^{(\ell-s)H}e^{s(H+h^2E)}\right]=h^2e^{(\ell-s)H}E\,e^{s(H+h^2E)}
\]

from 0 to \(\ell\) and keep the leading order on the right:

\[
S^n=e^{\ell H}+h^2\int_0^\ell e^{(\ell-s)H}E\,e^{sH}ds+O(h^4).
\]

Joining the blocks and averaging over the cell turns the factors on either side of \(E\) into \(c\) and \(q\):

\[
Q_h-Q=h^2\int_0^1\langle c\,E\,q\rangle\,ds+O(h^4),
\]

with the field of the local block in \(E\). One integration by parts removes the outer derivative:

\[
\langle cEq\rangle=-\tfrac1{12}\langle (w')^2cq\rangle-\tfrac1{12}\langle w''''cq-4w''c'q'\rangle .
\]

**A weak field.** A homopolymer in \(w=a\cos kx\) shows how the two parts compete. To first order in \(a\), \(q=1+u(s)\cos kx\) with \(u'=-k^2u-a\), so \(u(s)=-a(1-e^{-k^2s})/k^2\), and \(c=1+u(1-s)\cos kx\). The gradient part gives \(-a^2k^2/24\). The \(w''''\) part gives

\[
-\frac{ak^4}{24}\,[u(s)+u(1-s)]=\frac{a^2k^2}{24}\left(2-e^{-k^2s}-e^{-k^2(1-s)}\right),
\]

and the term with \(c'q'\) is of higher order in \(a\). Adding and integrating over \(s\),

\[
Q_h-Q\simeq\frac{a^2h^2}{24}\left(k^2-2+2e^{-k^2}\right),
\]

which is negative for \(0<k^2<1.59\) and positive above. At period 4, as in the next example, \(k^2=2.47\), so for a homopolymer in a weak field of that period splitting overestimates \(Q\).

**A lamellar diblock.** The self-consistent lamellar field of the example below, with period 4 and a diblock of \(f=1/2\), gives the opposite sign. Field strength is not needed for this change. The same weak-field calculation for a diblock with \(w_A=-w_B=a\cos kx\) gives \(\frac{a^2h^2}{24}\left[k^2-4(1-\epsilon)-2(1-\epsilon)^2\right]\) with \(\epsilon=e^{-k^2/2}\), which is \(-0.057\,a^2h^2\) at period 4, while a homopolymer in \(a\cos kx\) still has a positive error at \(a=10\). Now take the lamellar field itself. Relative to \(Q\), the gradient part of the coefficient is \(-14.313\) and the other part \(+12.417\). Their sum, \(-1.897\), is much smaller than either. The coefficient measured from the splitting itself, against diagonalization of the same grid operator, is also \(-1.897\). These digits belong to the fields that are self-consistent at \(N=128\). In fields converged in the contour step the parts are \(-14.35\) and \(+12.51\), and the sum is \(-1.84\). The relative error of \(Q=61.714\) is \(-1.17\times10^{-4}\) at \(N=128\) and \(-2.91\times10^{-5}\) at \(N=256\), a ratio of 4.04.

Because the next error is of order \(h^4\), the combination \((4Q_{h/2}-Q_h)/3\) removes the leading one. From \(N=128\) and 256 it leaves \(4.2\times10^{-7}\); from 256 and 512 it leaves \(2.7\times10^{-8}\). The ratio, 15.6, is close to 16.

## Densities that belong to the discrete chain

The A density is \(\phi_A=Q^{-1}\int_0^f cq\,ds\), and the propagators are known at the nodes. The choice of quadrature follows from varying \(Q_h\). A change \(\delta w\) alters one step by

\[
\delta S=-\frac h2(\delta w\,S+S\,\delta w).
\]

Each interior node of a block thus receives \(h/2\) from the step before it and \(h/2\) from the step after it, while the two end nodes receive \(h/2\) once. These are the trapezoid weights, so

\[
\delta\ln Q_h=-\langle\phi_A\,\delta w_A+\phi_B\,\delta w_B\rangle
\]

holds with trapezoid densities at any step size. At one grid point, with \(N=64\), the quadrature and a numerical derivative of \(\ln Q_h\) both give \(\phi_A=0.8065173\).

The step is also self-adjoint, so \(\langle cq\rangle\) has the same value at all nodes, and the mean of \(\phi_A\) is \(f\) without any rescaling. The density still has an \(h^2\) error, from the propagators and, to a smaller extent, from the quadrature: for fixed fields the largest absolute error in \(\phi_A\) is \(9.0\times10^{-4}\) at \(N=128\), and it falls by a factor 3.94 when \(N\) is doubled.

For an incompressible AB melt in mean field, the free energy per chain, in \(kT\), is

\[
F=-\ln Q+\langle\chi N\phi_A\phi_B-w_A\phi_A-w_B\phi_B\rangle .
\]

In the product \(\chi N\), \(N\) is the degree of polymerization, not the number of steps. The last terms remove the field energy already counted in \(-\ln Q\). Write \(w_A=p+m\), \(w_B=p-m\), with \(\langle p\rangle=0\). At the solution \(\phi_A+\phi_B=1\) and \(\phi_A-\phi_B=-2m/\chi N\), so

\[
\chi N\phi_A\phi_B=\frac{\chi N}4-\frac{m^2}{\chi N},\qquad
w_A\phi_A+w_B\phi_B=p-\frac{2m^2}{\chi N},
\]

and therefore

\[
F=-\ln Q+\frac{\langle m^2\rangle}{\chi N}+\frac{\chi N}{4}.
\]

Taken as a functional of \(m\) and \(p\), this is stationary when

\[
m=\frac{\chi N}{2}(\phi_B-\phi_A),\qquad \phi_A+\phi_B=1,
\]

which are the two relations just used. With trapezoid densities they are the stationarity conditions of the discrete \(F_h\) too. The \(O(h^2)\) shift of the fields then changes \(F_h\) only at \(O(h^4)\), and the leading error of \(F\) is minus that of \(\ln Q\) at fixed fields. The prediction is \(+1.90\,h^2\) in the \(N=128\) fields and \(+1.84\,h^2\) in the converged fields. Self-consistent solutions at \(N=128\) and 256 give \(+1.91\,h^2\), a value that still contains a few percent from the \(h^4\) term.

One iteration is then as follows.

1. Form \(e^{-hw/2}\) for each block and \(e^{-hk^2}\) for each mode.
2. At each step multiply by the half field factor, transform, multiply by the diffusion factor, transform back, and multiply by the half field factor again.
3. Do this from both chain ends, and form \(Q\) and the trapezoid densities.
4. Update \(m\) and \(p\) from the two stationarity conditions, here by Newton's method.

## Where second order or positivity is lost

**The junction lies between nodes.** If the A block is given length \(f+\delta f\), then \(\delta Q=\delta f\,\langle c(w_B-w_A)q\rangle\) at the junction, since the diffusion terms cancel. With \(\delta f\) of order \(h\), this is generally a first-order error. The same lamellar fields, held fixed, with \(f=1/3\) and \(N=256\) require 85.33 steps in the A block. Using 85 gives a relative error of \(7.5\times10^{-4}\), and at \(N=1024\) it is still \(1.9\times10^{-4}\), a reduction of 3.9 for fourfold work. The remedy is a separate step length in each block, \(f/N_A\) and \((1-f)/N_B\). With the same numbers of steps the errors are \(-2.5\times10^{-5}\) and \(-1.6\times10^{-6}\), a reduction of 16.

**The field has a jump.** The step describes a chain of beads, with Gaussian bonds and trapezoid field weights. At second order in a weak field, \(Q_h\) therefore contains a double trapezoid sum of \(e^{-k^2|s-s'|}\) for each harmonic. For \(hk^2\ll1\) and \(k^2\gg1\) its error grows as \(h^2k^2\). For \(hk^2\gg1\) only the diagonal \(s=s'\) survives, and the error saturates near \(h\). A jump has \(|w_k|^2\propto k^{-2}\), so the sum over harmonics is dominated by a range of width \(h^{-1/2}\), each contributing about \(h^2\). The result is \(h^{3/2}\). For a homopolymer in a square wave of height \(\pm3\), the observed order between \(N=32\) and 128 is 1.45; for a cosine of amplitude 3 it is 2.00.

**The harmonics are not yet resolved in \(h\).** The one-step error at a point contains \(w''''\), which magnifies high harmonics. For the lamellar field it should fall eightfold when \(h\) is halved. Starting from \(h=1/256\) it falls by 6.82. The shortfall comes from the middle harmonics: the field cut off at the 4th, 8th and 12th harmonic gives 7.60, 7.19 and 6.89, the 12th having \(hk^2=1.4\). The highest ones, up to \(hk^2=5.6\), are too weak to add much. Starting from \(h=1/8192\) the factor is 7.95. With the first harmonic of the field alone it is 8.00 already at \(h=1/256\), which supports this explanation. In \(Q\) the high harmonics are weighted by the smooth product \(cq\), and its error already follows the quadratic law to about 1% when \(h\) is halved from \(1/128\).

**The step is too small for the grid.** The continuous diffusion kernel is positive, but its truncated Fourier sum need not be. At \(h=1/64\) the last mode is damped by \(e^{-39.5}\), and no negative lobe exceeds rounding. At \(h=1/1024\) the factor is only \(e^{-2.5}\), and the kernel dips to \(-0.45\%\) of its maximum. Very fine contour steps therefore call for a finer grid if positivity matters.

## Choosing a multiplication factor

In directed self-assembly, a sparse chemical guide is filled by several lamellar periods. Take a guide pitch of 84 nm, \(R_g=7\) nm, \(\chi N=20\), \(f=1/2\) and an anneal at 500 K, where \(kT=43.1\) meV. Three periods per pitch give \(L=84/3=28\) nm, or \(28/7=4\) in units of \(R_g\). All the energies below use 128 contour steps and 64 grid points per period.

| Periods per pitch | \(L\) (nm) | \(F\) (\(kT\) per chain) | \(F-F_3\) (meV) |
|---|---|---|---|
| 2 | 42 | 4.363 | 16.3 |
| 3 | 28 | 3.985 | 0 |
| 4 | 21 | 4.152 | 7.2 |

The disordered melt has \(F=\chi N/4=5\). Threefold multiplication is preferred among these three, by 0.167 \(kT\) per chain over fourfold and 0.378 \(kT\) over twofold. The natural period is 28.3 nm, so the threefold guide compresses the layers by 1.1%. With the computed stiffness of 4.14 \(kT\) per chain, the cost is \(\tfrac12\times4.14\times0.011^2\approx2.5\times10^{-4}\,kT\).

These numbers set the contour resolution. At \(L=28\) nm the leading error in \(F\) is below \(10^{-3}\,kT\) when \(N\ge\sqrt{1.897/10^{-3}}\), that is, from 44 steps. Higher orders raise the actual error at 44 steps to \(1.1\times10^{-3}\,kT\). This is ample for choosing the factor. The error depends on the period and changes sign: at 44 steps it is \(-2.0\times10^{-3}\,kT\) at 21 nm and \(+3.1\times10^{-3}\,kT\) at 42 nm, far below the gap of 0.167 \(kT\). The small strain cost is more demanding. At \(N=128\) the error of the free energy near 28 nm is about \(1.2\times10^{-4}\,kT\), half of that cost, and the difference relies on similar errors at two nearby periods. Converging the contour step moves the cost from \(2.46\times10^{-4}\) to \(2.57\times10^{-4}\,kT\).

The parameters are rough typical values for a lithographic diblock with a period near 30 nm. Real films break several assumptions.

- **Guide energy.** Let a stripe 14 nm wide favour one block by 1 mJ/m², on a neutral background, under a 28 nm film of chains with volume 80 nm³. The energy per chain is at most \(10^{-3}\times\tfrac{14}{84}\times\frac{80\times10^{-27}}{28\times10^{-9}}\) J, or 0.069 \(kT\). This cannot by itself reverse the 0.167 \(kT\) preference, but it far exceeds the strain cost.
- **Fluctuations.** A patch one period square through the film holds about 280 chains. Equipartition for a uniform strain gives an rms value of \(1/\sqrt{4.14\times280}=2.9\%\), or 0.8 nm, more than the mismatch with the guide.
- **Temperature of use.** The parameter \(\chi\) depends on temperature. Raising \(\chi N\) by 10% at fixed \(R_g\) moves the natural period to 29.0 nm.
- **Chain stiffness.** The interface, with width defined as \(1/\max|\phi_A'|\), is 4.8 nm wide. That is only 2.6 Kuhn lengths of 1.8 nm, so the flexible-thread model is marginal there; the resulting shift was not computed. Stretching is less serious. Half a period is 8.7% of the 163 nm contour, and a freely jointed chain, whose tension is \(3x+\tfrac95x^3\) at relative extension \(x\), then departs from a linear spring by \(\tfrac35x^2=0.45\%\).

Film surfaces, defects and a spread of chain lengths are left out and not sized. The calculation ranks perfect bulk lamellae. It doesn't show that a film will reach the preferred state during the anneal. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Input: Rg = 7.0 nm, chiN = 20.0, f = 0.5, T = 500 K
Input: guide pitch = 84 nm, stripe width = 14 nm
Input: chain volume = 80 nm^3, film = 28 nm
Input: Kuhn length = 1.8 nm, guide contrast = 1.0 mJ/m^2
Grid points = 64, field harmonics = 24, contour steps = 128
kT = 43.09 meV
Periodic Gaussian, largest diffusion error = 2.2e-16 (1/Rg)
Q, diagonalized Fourier generator = 61.713727
Q, finite differences extrapolated = 61.713726
N =  16: Q = 61.023528, relative error = -1.118e-02
N =  32: Q = 61.578238, relative error = -2.195e-03
N =  64: Q = 61.683581, relative error = -4.885e-04
N = 128: Q = 61.706479, relative error = -1.174e-04
N = 256: Q = 61.711934, relative error = -2.905e-05
N = 512: Q = 61.713280, relative error = -7.241e-06
One-step error ratio on halving h = 1/8192: 7.950 (top h k^2 = 0.173)
One-step error ratio on halving h = 1/256: 6.823 (top h k^2 = 5.552)
Same, first field harmonic alone, h = 1/256: 8.001
Q error ratio, N = 128 to 256 = 4.043
Richardson relative errors = 4.21e-07, 2.69e-08; ratio = 15.64
Error coefficient, field-gradient part = -14.3133
Error coefficient, curvature part = 12.4167
Error coefficient of ln Q: predicted = -1.8965, measured = -1.8965
Error coefficient of self-consistent F = 1.9127 kT
Density error, N = 128: 9.02e-04; ratio to N = 256: 3.938
Spread of node values of <cq>/Q = 2.1e-15
Density at one point: 0.8065173; from dlnQ/dw: 0.8065173
Misplaced junction, N = 256, 1024: errors 7.52e-04, 1.92e-04
Separate block steps, same N: errors -2.54e-05, -1.58e-06
Error ratios for fourfold N: misplaced 3.92, cured 16.15
Observed order in Q: smooth field 1.999, jump 1.449
Kernel minimum/maximum: N = 64 -2.5e-17, N = 1024 -4.5e-03
Steps for leading error 0.001 kT = 44
2 periods: L = 42.0 nm, F = 4.36301 kT, F - F(3) = 0.37795 kT = 16.285 meV
3 periods: L = 28.0 nm, F = 3.98506 kT, F - F(3) = 0.00000 kT = 0.000 meV
4 periods: L = 21.0 nm, F = 4.15203 kT, F - F(3) = 0.16697 kT = 7.194 meV
Disordered melt: F = 5.00000 kT per chain
Natural period = 4.0439 Rg = 28.31 nm, F = 3.98481 kT
Strain cost of threefold guide = 0.000246 kT per chain
Largest |phiA + phiB - 1| at natural period = 1.3e-08
Layer stiffness d2F/d(strain)2 = 4.141 kT per chain
Neglected: guide surface energy = 0.0690 kT per chain
Neglected: thermal strain = 2.93 % = 0.83 nm (280 chains)
Interface width = 4.75 nm = 2.64 Kuhn lengths
Chain extension = 0.0867 of 163.3 nm contour; spring correction = 0.45 %
Natural period at 10 % higher chiN = 29.03 nm
```
